# Dimer of s-wave scatterers: scattering path matrix, poles and local density

## The system

A spinless particle moves in the field of two identical scatterers at $\mathbf R_1$ and $\mathbf R_2$, a distance $R$ apart. Hartree atomic units are used, with energy $E=k^2/2$ and $\mathrm{Im}\,k\ge 0$. The range of each scatterer is taken to zero, so that the particle is free everywhere except at the two points. The scatterers act through one condition: close to site $i$, with $r_i=|\mathbf r-\mathbf R_i|$,

$$\psi(\mathbf r)\;\propto\;\frac1{r_i}-\frac1a\qquad(r_i\to0).$$

The constant $a$ is the scattering length, assumed independent of energy. The model describes real short-range scatterers only while $1/|k|$ and $R$ are large compared with their range. Its single-site bound state, which decays over the length $a$, corresponds to a real level only if $a$ is also large compared with the range.

For numerical work take $a=2$ bohr and $R=3$ bohr. These are round model parameters and represent no particular material.

## Part (a): one scatterer

**Question.** Find the outgoing free Green function $G_0$, defined by $(E+\tfrac12\nabla^2)G_0=\delta(\mathbf r-\mathbf r')$. A scatterer at $\mathbf R_i$ that meets an incident wave $\phi$ emits the wave $G_0(r_i)\,t\,\phi(\mathbf R_i)$. Find $t$, and the bound state of a single scatterer.

**Answer.** With $d=|\mathbf r-\mathbf r'|$, try $G_0=Ce^{ikd}/d$. Since

$$\nabla^2\frac{e^{ikd}}d=-k^2\frac{e^{ikd}}d-4\pi\delta(\mathbf r-\mathbf r'),$$

the terms in $k^2$ cancel and $-2\pi C\,\delta=\delta$ remains. Hence $C=-1/(2\pi)$ and

$$G_0(d)=-\frac{e^{ikd}}{2\pi d}.$$

Write the emitted wave as $f\phi(\mathbf R_i)e^{ikr_i}/r_i$, so that $f=-t/(2\pi)$. Near the site $e^{ikr_i}/r_i\to1/r_i+ik$, and therefore

$$\psi\to\phi(\mathbf R_i)\left[\frac f{r_i}+1+ikf\right].$$

The constant divided by the coefficient of $1/r_i$ must equal $-1/a$:

$$\frac{1+ikf}{f}=-\frac1a\quad\Rightarrow\quad\frac1f=-\frac1a-ik .$$

With $1/t=-1/(2\pi f)$ this becomes

$$\frac1t=\frac1{2\pi}\left(\frac1a+ik\right).$$

A bound state is an emitted wave without an incident one, which requires $1/t=0$, or $k=i/a$. The wave $e^{-r/a}/r$ decays only if $a>0$. The level is then $E_0=-1/(2a^2)$, here $-0.125$ hartree. For $a<0$ a single scatterer has no bound state.

## Part (b): the matrix $\tau$

**Question.** Let $F_i$ be the strength of the wave emitted by site $i$ of the dimer, so that the scattered wave is $\sum_iG_0(r_i)F_i$. The scattering path matrix is defined by $F_i=\sum_j\tau_{ij}\phi(\mathbf R_j)$. Set up the $2\times2$ matrix $\tau^{-1}$, invert it, and find its eigenchannels. Evaluate $\tau$ at $E=0.125$ hartree.

**Answer.** Each site responds to the incident wave plus the wave from the other site. With $g=G_0(R)$,

$$F_1=t[\phi(\mathbf R_1)+gF_2],\qquad F_2=t[\phi(\mathbf R_2)+gF_1].$$

A site's own wave is left out of its bracket because $t$ already contains all scattering at that site. Division by $t$ gives

$$\begin{pmatrix}1/t&-g\\-g&1/t\end{pmatrix}\begin{pmatrix}F_1\\F_2\end{pmatrix}=\begin{pmatrix}\phi(\mathbf R_1)\\\phi(\mathbf R_2)\end{pmatrix}.$$

The matrix on the left is $\tau^{-1}$. To invert it, exchange the diagonal elements, reverse the sign of the off-diagonal ones and divide by the determinant:

$$\tau=\frac1{1/t^2-g^2}\begin{pmatrix}1/t&g\\g&1/t\end{pmatrix}.$$

The vectors $(1,\pm1)/\sqrt2$ are eigenvectors of $\tau^{-1}$ with eigenvalues $1/t\mp g$. The eigenvalues of $\tau$ are therefore

$$\tau_\pm=\frac1{1/t\mp g}=\frac{2\pi}{\dfrac1a+ik\pm\dfrac{e^{ikR}}R}.$$

The sign changes in the last step because $g$ itself is $-e^{ikR}/(2\pi R)$. The upper sign belongs to the even channel, the lower to the odd one. The matrix elements follow as

$$\tau_{11}=\tau_{22}=\tfrac12(\tau_++\tau_-),\qquad\tau_{12}=\tau_{21}=\tfrac12(\tau_+-\tau_-).$$

Solving the equations by iteration gives $\tau_{11}=t+tgtgt+\dots$, a sum over paths that start and end at site 1. It converges if $|tg|<1$. The inverse does not need this condition.

At $E=0.125$ hartree, $k=0.5$ bohr$^{-1}$ and

$$t=\frac{4\pi}{1+i}=6.283-6.283i,\qquad g=-\frac{e^{1.5i}}{6\pi}=-0.00375-0.05292i,$$

with $t$ in hartree bohr$^3$ and $g$ in the inverse unit. Here $|tg|=0.47$, so the path sum converges. From $1/t=0.07958(1+i)$,

$$\tau_+=\frac1{0.08333+0.13250i}=3.401-5.408i,$$
$$\tau_-=\frac1{0.07582+0.02666i}=11.737-4.127i.$$

Half the sum and half the difference are $\tau_{11}=7.569-4.767i$ and $\tau_{12}=-4.168-0.641i$, all in hartree bohr$^3$.

## Part (c): bonding and antibonding poles

**Question.** Find the equations for the bound-state poles of $\tau$. For which $a$ and $R$ does each have a solution? Calculate the levels for the given parameters, and for the pair $a=-2$ bohr, $R=1$ bohr.

**Answer.** A bound state has $E<0$, so put $k=i\kappa$ with $\kappa>0$. Then $ik=-\kappa$ and $e^{ikR}=e^{-\kappa R}$. The denominator of $\tau_\pm$ vanishes when

$$\kappa=\frac1a\pm\frac{e^{-\kappa R}}R,\qquad E_\pm=-\frac{\kappa_\pm^2}2 .$$

To count the solutions, define $h_\pm(\kappa)=\kappa-1/a\mp e^{-\kappa R}/R$. Its slope $1\pm e^{-\kappa R}$ is positive for $\kappa>0$, and $h_\pm\to+\infty$ at large $\kappa$. There is thus one positive root if $h_\pm(0)=-1/a\mp1/R$ is negative, and none otherwise:

- The even pole exists if $1/a+1/R>0$. This holds for every $R$ if $a>0$, and for $R<|a|$ if $a<0$.
- The odd pole exists if $1/a>1/R$, that is, if $a>0$ and $R>a$.

A pair of scatterers that bind singly therefore has an antibonding level below $E=0$ only beyond the distance $R=a$. As $R$ decreases to $a$, $\kappa_-$ goes to zero and the level reaches the continuum edge. At $R=a$ itself the odd wave $1/r_1-1/r_2$ falls as $1/r^2$ and is still normalizable, a state exactly at $E=0$.

When both poles exist, the equations give $\kappa_+>1/a>\kappa_-$, hence $E_+<E_0<E_-$. The even state is bonding. The odd state is antibonding and vanishes on the midplane.

For $a=2$ and $R=3$ bohr, insert $\kappa=1/a=0.5$ on the right and repeat. The first bonding step is $0.5+e^{-1.5}/3=0.5744$. In bohr$^{-1}$ the iterates are

- bonding: $0.5744,\ 0.5595,\ 0.5622,\ 0.5617,\dots\to0.5618$;
- antibonding: $0.4256,\ 0.4070,\ 0.4017,\ 0.4001,\dots\to0.3994$.

The right-hand side has slope $\mp e^{-\kappa R}$, of magnitude below one, so the error shrinks at each step. Its sign makes the bonding iterates alternate about the root and the antibonding ones approach from one side. The levels are

$$E_+=-\tfrac12(0.5618)^2=-0.1578\ \text{hartree}=-4.29\ \text{eV},$$
$$E_-=-\tfrac12(0.3994)^2=-0.0798\ \text{hartree}=-2.17\ \text{eV}.$$

Relative to $E_0$ they are shifted by $-0.0328$ and $+0.0452$ hartree. As a numerical check, diagonalizing a Hamiltonian with short-range potentials and extrapolating to zero range reproduces both levels to about $10^{-5}$ hartree. The extrapolation matters, because the correction is linear in the range. For Gaussian wells $\propto e^{-r^2/b^2}$ with the same $a$ and $b=0.16$ bohr, the levels lie at $-0.177$ and $-0.091$ hartree, more than $10\%$ below the zero-range values.

For $a=-2$ and $R=1$ bohr, $R<|a|$, so the even pole exists although neither scatterer binds alone. Its equation $\kappa=-0.5+e^{-\kappa}$ gives $\kappa=0.266$ bohr$^{-1}$ and $E=-0.0354$ hartree.

## Part (d): large separation

**Question.** For $a>0$ and $R\gg a$, find the splitting to leading order. Explain why the two shifts in part (c) are unequal.

**Answer.** Put $\kappa=1/a+y/R$ and $\varepsilon=e^{-R/a}\ll1$. The pole equation becomes $y=\pm\varepsilon e^{-y}$. To first order $y=\pm\varepsilon$. Inserting this in $e^{-y}\approx1-y$ gives $y=\pm\varepsilon-\varepsilon^2$ to second order. Then

$$E_\pm=-\frac12\left(\frac1a+\frac yR\right)^2=E_0-\frac y{aR}-\frac{y^2}{2R^2}$$
$$\approx E_0\mp\frac\varepsilon{aR}+\varepsilon^2\left(\frac1{aR}-\frac1{2R^2}\right).$$

The second-order term is the same for both levels and cancels in the difference:

$$E_--E_+\approx\frac{2e^{-R/a}}{aR}.$$

The splitting falls exponentially, as the tail of one isolated state at the other site does. At $R=3$ bohr the law gives $0.0744$ hartree, $5\%$ below the value $0.0780$ hartree from the poles. At $R=12$ bohr the two agree to about one part in $10^5$.

The second-order term raises both levels, since $1/(aR)>1/(2R^2)$ whenever $R>a/2$. It adds to the antibonding rise and reduces the bonding drop. At $R=3$ bohr it equals $e^{-3}/9=0.0055$ hartree. The mean shift from part (c) is $(0.0452-0.0328)/2=0.0062$ hartree, so this term accounts for most of the asymmetry.

## Part (e): change of the local density of states for $E>0$

**Question.** Find the difference $\Delta n(\mathbf r,E)$ between the local density of states of the dimer and that of free space, away from the sites. Evaluate it at $E=0.125$ hartree at the midpoint, and on the axis 1 bohr outside site 1.

**Answer.** In terms of normalized eigenstates, $G(\mathbf r,\mathbf r;E)=\sum_\nu|\psi_\nu(\mathbf r)|^2/(E-E_\nu+i0)$. Since $\mathrm{Im}\,1/(x+i0)=-\pi\delta(x)$,

$$n(\mathbf r,E)=\sum_\nu|\psi_\nu(\mathbf r)|^2\delta(E-E_\nu)=-\frac1\pi\,\mathrm{Im}\,G(\mathbf r,\mathbf r;E).$$

For free space, $\mathrm{Im}\,G_0(d)=-\sin(kd)/(2\pi d)\to-k/(2\pi)$ as $d\to0$, so $n_0=k/(2\pi^2)$.

For the dimer, $G(\mathbf r,\mathbf r')$ is the wave at $\mathbf r$ due to a point source at $\mathbf r'$. The incident wave is then $G_0(|\mathbf r-\mathbf r'|)$. By the definition of $\tau$, the scattered part at $\mathbf r'=\mathbf r$ is

$$\Delta G=\sum_{ij}g_i\tau_{ij}g_j=\tau_{11}(g_1^2+g_2^2)+2\tau_{12}g_1g_2,\qquad g_i=G_0(r_i).$$

Inserting $\tau_{11}$ and $\tau_{12}$ from part (b) and collecting $\tau_+$ and $\tau_-$ gives

$$\Delta n=-\frac1\pi\,\mathrm{Im}\left[\tfrac12\tau_+(g_1+g_2)^2+\tfrac12\tau_-(g_1-g_2)^2\right].$$

These are squares of complex numbers, not squared moduli. Their phases let either channel raise or lower the density.

*Midpoint.* Here $g_1=g_2=-e^{ikR/2}/(\pi R)$ and the odd channel drops out, as it does on the whole midplane. The even term is $-(2/\pi)\,\mathrm{Im}(\tau_+g_1^2)$, with

$$g_1^2=\frac{e^{ikR}}{\pi^2R^2}=-\frac{2g}{\pi R}=0.00080+0.01123i.$$

The imaginary part of the product is $3.401\times0.01123-5.408\times0.00080=0.0339$. Hence $\Delta n=-0.0216$ hartree$^{-1}$ bohr$^{-3}$. The free value is $0.0253$ in the same unit, so $0.0038$ remains, a reduction of $85\%$.

*Outer point.* With $r_1=1$ and $r_2=4$ bohr,

$$g_1=-\frac{e^{0.5i}}{2\pi}=-0.1397-0.0763i,\qquad g_2=-\frac{e^{2i}}{8\pi}=0.0166-0.0362i,$$
$$(g_1+g_2)^2=0.0025+0.0277i,\qquad(g_1-g_2)^2=0.0228+0.0125i.$$

The formula gives $-0.0128$ from the even channel and $-0.0084$ from the odd one. Together $\Delta n=-0.0213$ hartree$^{-1}$ bohr$^{-3}$, and $0.0040$ remains.

The formula was also tested against a direct sum of $|\psi|^2$ over scattering states from all incoming directions.

## Part (f): the density below $E=0$

**Question.** Find the contribution of each bound pole to $\Delta n$, and show that it integrates over space to one particle state.

**Answer.** At a pole $1/\tau_\pm=(1/a-\kappa\pm e^{-\kappa R}/R)/(2\pi)$ vanishes. Its energy derivative follows from $d\kappa/dE=-1/\kappa$:

$$\frac{d(1/\tau_\pm)}{dE}=-\frac1\kappa\left[-\frac{1\pm e^{-\kappa R}}{2\pi}\right]=\frac{1\pm e^{-\kappa R}}{2\pi\kappa}.$$

Near the pole $\tau_\pm$ is therefore $2\pi\kappa/(1\pm e^{-\kappa R})$ divided by $E-E_\pm+i0$. Multiply this by $\tfrac12(g_1\pm g_2)^2$ with $g_i=-e^{-\kappa r_i}/(2\pi r_i)$, and take $-\mathrm{Im}/\pi$. The result is $\Delta n=|\psi_\pm(\mathbf r)|^2\,\delta(E-E_\pm)$, where

$$|\psi_\pm|^2=\frac{\kappa}{4\pi(1\pm e^{-\kappa R})}\left(\frac{e^{-\kappa r_1}}{r_1}\pm\frac{e^{-\kappa r_2}}{r_2}\right)^2,\qquad\kappa=\kappa_\pm .$$

For the norm, each squared term integrates to $4\pi\int_0^\infty e^{-2\kappa r}dr=2\pi/\kappa$. For the cross term, differentiate $(E-H_0)G_0=1$, where $H_0=-\tfrac12\nabla^2$, with respect to $E$. This gives $G_0^2=-dG_0/dE$ as an operator equation. Its element between the two sites is

$$\int\frac{e^{-\kappa r_1}e^{-\kappa r_2}}{4\pi^2r_1r_2}\,d^3r=\frac1\kappa\frac{d}{d\kappa}\left(-\frac{e^{-\kappa R}}{2\pi R}\right)=\frac{e^{-\kappa R}}{2\pi\kappa}.$$

The cross integral without the factor $1/(4\pi^2)$ is thus $2\pi e^{-\kappa R}/\kappa$. The squared bracket integrates to $4\pi(1\pm e^{-\kappa R})/\kappa$, which the prefactor turns into 1.

At the midpoint the bonding density is $0.0124$ bohr$^{-3}$ and the antibonding density is zero. At the outer point they are $0.0134$ and $0.0175$ bohr$^{-3}$.

## Part (g): the density at a site

**Question.** Show that for $E>0$ the density diverges at a site, and compare the strength of the divergence with that of an isolated scatterer. How do the changes depend on energy?

**Answer.** As $r_1\to0$, $g_1^2\to1/(4\pi^2r_1^2)$, while the other terms of $\Delta G$ grow at most as $1/r_1$. Hence

$$r_1^2\,n\;\to\;-\frac{\mathrm{Im}\,\tau_{11}}{4\pi^3}.$$

This is positive: $\mathrm{Im}(1/\tau_\pm)=[k\pm\sin(kR)/R]/(2\pi)>0$ because $|\sin kR|<kR$, so both $\mathrm{Im}\,\tau_\pm$ are negative. For an isolated scatterer $t$ replaces $\tau_{11}$. At $E=0.125$ hartree the strengths are $4.767/(4\pi^3)=0.0384$ and $6.283/(4\pi^3)=0.0507$ hartree$^{-1}$ bohr$^{-1}$. The neighbour lowers the site density by the factor $0.759$.

At four energies the results are:

| $E$ (hartree) | midpoint $\Delta n/n_0$ | site ratio $\mathrm{Im}\,\tau_{11}/\mathrm{Im}\,t$ |
|---|---|---|
| 0.02 | −0.69 | 0.543 |
| 0.125 | −0.85 | 0.759 |
| 0.5 | −0.84 | 0.955 |
| 1.0 | −0.09 | 1.055 |

The site ratio passes through one between 0.5 and 1 hartree, so a neighbour can also raise the site density. The midpoint change is negative in all four rows, but this is not a general rule. For $k\gg1/|a|$ and $k\gg1/R$, $\tau_+\approx2\pi/(ik)$, and the midpoint formula becomes

$$\Delta n\approx-\frac2\pi\,\mathrm{Im}\left[\frac{2\pi}{ik}\,\frac{e^{ikR}}{\pi^2R^2}\right]=\frac{4\cos kR}{\pi^2R^2k}.$$

This changes sign as $k$ grows, and relative to $n_0$ it falls as $1/k^2$. In the same limit $\tau_{11}$ and $t$ both approach $2\pi/(ik)$, so the site ratio tends to one. These limits belong to the zero-range model; for a real scatterer they apply only if $1/k$ is still much larger than its range.

## Table of computed values

```
a = 2.0 bohr, R = 3.0 bohr
isolated level = -0.12500 hartree
bonding iterates from 1/a (1/bohr): 0.57438 0.55950 0.56222 0.56171 0.56181
bonding kappa = 0.56179 1/bohr
bonding E = -0.15780 hartree = -4.294 eV
bonding E by diagonalization = -0.15781 hartree
bonding shift from isolated = -0.03280 hartree
bonding norm by quadrature = 1.000000
bonding density at midpoint = 0.012429 1/bohr^3
bonding density at outer point = 0.013424 1/bohr^3
antibonding iterates from 1/a (1/bohr): 0.42562 0.40703 0.40170 0.40011 0.39964
antibonding kappa = 0.39943 1/bohr
antibonding E = -0.07977 hartree = -2.171 eV
antibonding E by diagonalization = -0.07978 hartree
antibonding shift from isolated = +0.04523 hartree
antibonding norm by quadrature = 1.000000
antibonding density at midpoint = 0.000000 1/bohr^3
antibonding density at outer point = 0.017504 1/bohr^3
splitting = 0.07803 hartree
large-R law at R = 3 bohr: 0.07438 hartree
R = 12 bohr: splitting 2.065644e-04, law 2.065627e-04 hartree
weak pair: a = -2.0 bohr, R = 1.0 bohr
weak pair kappa = 0.26625 1/bohr, E = -0.03544 hartree
weak pair E by diagonalization = -0.03544 hartree
continuum example: E = 0.125 hartree, k = 0.500 1/bohr
t = 6.28319 -6.28319 i hartree bohr^3
g = -0.00375 -0.05292 i 1/(hartree bohr^3)
|t g| = 0.47140
tau_even = 3.40135 -5.40819 i hartree bohr^3
tau_odd = 11.73743 -4.12669 i hartree bohr^3
tau_11 = 7.56939 -4.76744 i hartree bohr^3
tau_12 = -4.16804 -0.64075 i hartree bohr^3
LDOS below in 1/(hartree bohr^3)
free LDOS = 0.025330
midpoint: even -0.021575, odd -0.000000, change -0.021575, total 0.003756
outer point: even -0.012837, odd -0.008447, change -0.021284, total 0.004046
site strength: dimer 0.038439, isolated 0.050661 1/(hartree bohr), ratio 0.7588
E (hartree) | free LDOS | midpoint change | site ratio
0.020 | 0.010132 | -0.007026 | 0.5430
0.125 | 0.025330 | -0.021575 | 0.7588
0.500 | 0.050661 | -0.042445 | 0.9545
1.000 | 0.071645 | -0.006389 | 1.0549
```
